# The tessera self-potential factor 1.07 from the Born energy: test program

```python
"""Self-potential of a tessera in apparent-surface-charge solvation models.

Result under test: with point charges at the tessera centres and the diagonal
S_ii = k*sqrt(4*pi/a_i), the exact Born energy of a sphere cut into N equivalent
tesserae requires  k = (N - R*sum_{j!=i} 1/r_ij)/sqrt(N).
Triangular tesserae give k near 1.07, hexagonal ones near 1.106;
a flat disc gives 1 (potential at centre) or 8/(3 pi) (average over the disc).
Symbols: R sphere radius, a_i tessera area, r_ij distance between centres,
Q central charge, eps relative permittivity. Geometry uses R = 1 unless stated.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.spatial import ConvexHull, SphericalVoronoi

FOUR_PI = 4 * np.pi


def unit(x):
    return x / np.linalg.norm(x, axis=-1, keepdims=True)


def hull_triangles(points):
    return points[ConvexHull(points).simplices]


def refine(tri):
    a, b, c = tri[:, 0], tri[:, 1], tri[:, 2]
    ab, bc, ca = unit(a + b), unit(b + c), unit(c + a)
    parts = [(a, ab, ca), (b, bc, ab), (c, ca, bc), (ab, bc, ca)]
    return np.concatenate([np.stack(p, axis=1) for p in parts])


def triangle_areas(tri):
    a, b, c = tri[:, 0], tri[:, 1], tri[:, 2]
    dot = lambda x, y: np.sum(x * y, axis=1)
    return 2 * np.arctan2(np.abs(np.linalg.det(tri)),
                          1 + dot(a, b) + dot(b, c) + dot(c, a))


def inverse_distances(points):
    d = np.linalg.norm(points[:, None] - points[None], axis=2)
    np.fill_diagonal(d, np.inf)
    return 1 / d


def energy_ratio(inv_d, areas, k):
    """Model energy divided by Born energy, from the linear equations (R = 1)."""
    s = inv_d + np.diag(k * np.sqrt(FOUR_PI / areas))
    return np.linalg.solve(s, np.ones(len(areas))).sum()


def required_k(inv_d, areas):
    return brentq(lambda k: energy_ratio(inv_d, areas, k) - 1, 0.9, 1.3, xtol=1e-10)


# ---------- flat disc and flat regular polygons, by quadrature ----------
# unit disc, area pi: sqrt(4 pi/area) = 2
centre_integral = 4 * quad(lambda x: np.arcsinh(np.sqrt(1 - x * x) / x), 0, 1)[0]
k_disc = centre_integral / np.pi / 2


def reach(phi, rho):  # distance from a point at radius rho to the rim
    return -rho * np.cos(phi) + np.sqrt(max(0.0, 1 - (rho * np.sin(phi)) ** 2))


mean_integral = dblquad(lambda phi, rho: 2 * rho * 2 * reach(phi, rho),
                        0, 1, 0, np.pi)[0]
k_disc_mean = mean_integral / np.pi / 2
assert abs(k_disc - 1) < 1e-7
assert abs(k_disc_mean - 8 / (3 * np.pi)) < 1e-6


def k_polygon(n):
    t = np.tan(np.pi / n)
    return np.sqrt(n / (np.pi * t)) * np.arcsinh(t)


for n in (3, 6):  # polygon with inscribed radius 1
    pot = 2 * n * quad(lambda p: 1 / np.cos(p), 0, np.pi / n)[0]
    area = n * np.tan(np.pi / n)
    assert abs(pot / area / np.sqrt(FOUR_PI / area) - k_polygon(n)) < 1e-9

# ---------- 60 equivalent spherical triangles ----------
g = (1 + np.sqrt(5)) / 2
base = np.array([[0, s, t * g] for s in (1, -1) for t in (1, -1)])
ico = unit(np.concatenate([np.roll(base, m, axis=1) for m in range(3)]))
ico_tri = hull_triangles(ico)
tri60 = hull_triangles(np.concatenate([ico, unit(ico_tri.sum(axis=1))]))
N = len(tri60)
assert N == 60
area60 = triangle_areas(tri60)
assert np.ptp(area60) < 1e-10 and abs(area60.sum() - FOUR_PI) < 1e-10
cen60 = unit(tri60.sum(axis=1))
inv60 = inverse_distances(cen60)
rows = inv60.sum(axis=1)
assert np.ptp(rows) < 1e-9
k60 = (N - rows[0]) / np.sqrt(N)
assert abs(k60 - required_k(inv60, area60)) < 1e-7
assert abs(k60 - 1.07) < 0.005

# own spread charge: polar integration about the centre of tessera 0
s0 = cen60[0]
e1 = unit(np.cross(s0, [0.3, 0.5, 0.8]))
e2 = np.cross(s0, e1)
phi = (np.arange(200000) + 0.5) * 2 * np.pi / 200000
direction = np.outer(np.cos(phi), e1) + np.outer(np.sin(phi), e2)
normals = np.cross(tri60[0], np.roll(tri60[0], -1, axis=0))
cot_edge = np.max(-(direction @ normals.T) / (normals @ s0), axis=1)
theta_edge = np.arctan2(1.0, cot_edge)
own = np.mean(2 * np.sin(theta_edge / 2)) * 2 * np.pi / area60[0]

# neighbours with spread charge: Gauss quadrature over each spherical triangle
x, w = np.polynomial.legendre.leggauss(24)
x, w = (x + 1) / 2, w / 2
P, T = np.meshgrid(x, x, indexing="ij")
W = np.outer(w * x, w)
spread = np.zeros(N)
for j in range(1, N):
    A, B, C = tri60[j]
    y = A + P[..., None] * (B - A) + (P * T)[..., None] * (C - B)
    length = np.linalg.norm(y, axis=2)
    solid = W * abs(np.linalg.det(tri60[j])) / length**3
    assert abs(solid.sum() - area60[j]) < 1e-8
    dist = np.linalg.norm(y / length[..., None] - s0, axis=2)
    spread[j] = np.sum(solid / dist) / area60[j]
assert abs(own + spread.sum() - N) < 1e-5       # uniform-shell potential
excess = spread - inv60[0]
near = np.argsort(-inv60[0])[:3]
k_own = own / np.sqrt(N)
k_neigh = excess.sum() / np.sqrt(N)
k_near = excess[near].sum() / np.sqrt(N)
assert abs(k_own + k_neigh - k60) < 1e-6
assert k_own < 1 and k_neigh > 1 - k_own

# ---------- plane lattices: fine-mesh limits ----------
m = np.arange(-200, 201)
I, J = np.meshgrid(m, m)
LX, LY = (I + J / 2).ravel(), (J * np.sqrt(3) / 2).ravel()


def background_sum(r, site_area):
    """Sum of 1/r minus uniform background, Gaussian cutoff extrapolated to zero."""
    r = r[r > 1e-9]
    f = lambda eta: (np.sum(np.exp(-eta * r * r) / r)
                     - np.pi**1.5 / (site_area * np.sqrt(eta)))
    return 2 * f(1e-3) - f(2e-3)


area_hex, area_tri = np.sqrt(3) / 2, 3 * np.sqrt(3) / 4
T_hex = background_sum(np.hypot(LX, LY), area_hex)
q3 = np.sqrt(3)
honey = np.concatenate([np.hypot(q3 * LX, q3 * LY),
                        np.hypot(q3 * LX + q3 / 2, q3 * LY + 0.5)])
T_honey = background_sum(honey, area_tri)
k_hex = -T_hex * np.sqrt(area_hex / FOUR_PI)
k_tri = -T_honey * np.sqrt(area_tri / FOUR_PI)
half, third = mp.mpf(1) / 2, mp.mpf(1) / 3
zeta_sum = 6 * mp.zeta(half) * (mp.zeta(half, third)
                                - mp.zeta(half, 2 * third)) / mp.sqrt(3)
assert abs(T_hex - float(zeta_sum)) < 1e-5
assert abs(T_honey - T_hex * (1 + 1 / q3) / 2) < 1e-5
assert abs(k_tri - k_hex * np.cos(np.pi / 12)) < 1e-5

# ---------- other tessellations of the sphere ----------
octa = np.concatenate([np.eye(3), -np.eye(3)])
tetra = unit(np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1.0]]))
meshes = [hull_triangles(tetra), hull_triangles(octa), ico_tri]
for _ in range(3):
    meshes.append(refine(meshes[-1]))
tri_results = []
for tri in meshes:
    areas = triangle_areas(tri)
    assert abs(areas.sum() - FOUR_PI) < 1e-9
    inv = inverse_distances(unit(tri.sum(axis=1)))
    tri_results.append((len(tri), required_k(inv, areas),
                        energy_ratio(inv, areas, 1.07),
                        energy_ratio(inv, areas, 1.0)))
hex_results = []
for tri, count in zip(meshes[2:], (12, 42, 162, 642)):
    pts = unit(np.unique(np.round(tri.reshape(-1, 3), 9) + 0.0, axis=0))
    assert len(pts) == count
    cells = SphericalVoronoi(pts).calculate_areas()
    assert abs(cells.sum() - FOUR_PI) < 1e-6
    hex_results.append((count, required_k(inverse_distances(pts), cells)))
# finite N and unequal cell shapes leave differences below 0.01,
# well under the gap between the two lattice limits
assert abs(tri_results[-1][1] - k_tri) < 0.01
assert abs(hex_results[-1][1] - k_hex) < 0.01

# ---------- worked example: Born ion with 60 tesserae ----------
Q, R, eps = 1.0, 2.0, 80.0                      # e, angstrom, 1
coul = (const.e**2 * const.N_A / (4 * np.pi * const.epsilon_0)
        / const.angstrom / 1000)               # kJ/mol * angstrom
f = 1 - 1 / eps
born = -0.5 * f * coul * quad(lambda r: Q * Q / r**2, R, np.inf)[0]
a = area60[0] * R * R
root = np.sqrt(FOUR_PI / a)
cases = [("required k", k60), ("k = 1.07", 1.07),
         ("disc centre", k_disc), ("disc average", k_disc_mean)]
example = []
for name, k in cases:
    S = inv60 / R + np.eye(N) * k * root
    q = np.linalg.solve(S, np.full(N, -f * Q / R))
    energy = 0.5 * coul * np.sum(q) * Q / R
    assert abs(energy / born - 1 / (1 + (k - k60) / np.sqrt(N))) < 1e-8
    example.append((name, k, k * root, q.sum(), energy))
assert abs(example[0][4] - born) < 1e-5

print(f"disc, centre potential: k = {k_disc:.4f}")
print(f"disc, average potential: k = {k_disc_mean:.4f}")
print(f"flat triangle, centre potential: k = {k_polygon(3):.4f}")
print(f"flat hexagon, centre potential: k = {k_polygon(6):.4f}")
print(f"60 triangles: R*sum of 1/r_ij = {rows[0]:.4f}")
print(f"60 triangles: required k = {k60:.4f}")
print(f"  part from own spread charge = {k_own:.4f}")
print(f"  part from all neighbours = {k_neigh:.4f}")
print(f"  of which 3 nearest neighbours = {k_near:.4f}")
print(f"triangular lattice constant T = {T_hex:.4f}")
print(f"honeycomb lattice constant = {T_honey:.4f}")
print(f"fine-mesh limit, hexagonal tesserae: k = {k_hex:.4f}")
print(f"fine-mesh limit, triangular tesserae: k = {k_tri:.4f}")
print("triangle meshes: N, required k, energy error % at k=1.07, at k=1")
for n, k, r107, r1 in tri_results:
    print(f"  {n:5d} {k:.4f} {100*(r107-1):+.3f} {100*(r1-1):+.3f}")
print("pentagon/hexagon meshes: N, required k")
for n, k in hex_results:
    print(f"  {n:5d} {k:.4f}")
print(f"example: Q = {Q:.0f} e, R = {R:.1f} angstrom, eps = {eps:.0f}, N = {N}")
print(f"dielectric factor 1-1/eps = {f:.4f}")
print(f"Coulomb constant = {coul:.3f} kJ/mol angstrom")
print(f"tessera area = {a:.4f} angstrom^2")
print(f"sqrt(4 pi/a) = {root:.4f} 1/angstrom")
print(f"1.07*sqrt(4 pi) = {1.07*np.sqrt(FOUR_PI):.4f}")
print(f"Born energy = {born:.2f} kJ/mol = {born/const.calorie:.2f} kcal/mol")
print("case: k, S_ii (1/angstrom), total charge (e), energy (kJ/mol), error %")
for name, k, sii, qt, en in example:
    print(f"  {name}: {k:.4f} {sii:.4f} {qt:.5f} {en:.2f} {100*(en/born-1):+.3f}")
print("tests ok")
```

Printed output:

```
disc, centre potential: k = 1.0000
disc, average potential: k = 0.8488
flat triangle, centre potential: k = 0.9779
flat hexagon, centre potential: k = 0.9991
60 triangles: R*sum of 1/r_ij = 51.7229
60 triangles: required k = 1.0686
  part from own spread charge = 0.9792
  part from all neighbours = 0.0894
  of which 3 nearest neighbours = 0.0175
triangular lattice constant T = -4.2134
honeycomb lattice constant = -3.3230
fine-mesh limit, hexagonal tesserae: k = 1.1061
fine-mesh limit, triangular tesserae: k = 1.0684
triangle meshes: N, required k, energy error % at k=1.07, at k=1
      4 1.0814 +0.575 +4.245
      8 1.0836 +0.482 +3.045
     20 1.0778 +0.175 +1.771
     80 1.0687 -0.014 +0.775
    320 1.0674 -0.015 +0.379
   1280 1.0670 -0.008 +0.188
pentagon/hexagon meshes: N, required k
     12 1.0986
     42 1.1017
    162 1.1027
    642 1.1037
example: Q = 1 e, R = 2.0 angstrom, eps = 80, N = 60
dielectric factor 1-1/eps = 0.9875
Coulomb constant = 1389.355 kJ/mol angstrom
tessera area = 0.8378 angstrom^2
sqrt(4 pi/a) = 3.8730 1/angstrom
1.07*sqrt(4 pi) = 3.7931
Born energy = -343.00 kJ/mol = -81.98 kcal/mol
case: k, S_ii (1/angstrom), total charge (e), energy (kJ/mol), error %
  required k: 1.0686 4.1386 -0.98750 -343.00 +0.000
  k = 1.07: 1.0700 4.1441 -0.98732 -342.93 -0.018
  disc centre: 1.0000 3.8730 -0.99632 -346.06 +0.893
  disc average: 0.8488 3.2875 -1.01633 -353.01 +2.920
tests ok
```
